# Constrained Gaussian fit of the neon-core Coulomb potential of sodium

## Problem

In a model-potential calculation of sodium, the ten electrons $1s^2 2s^2 2p^6$ are replaced by operators acting on the valence electron. Their Coulomb part is to be written as a sum of terms $A_k e^{-a_k r^2}/r$, with the coefficients summing to the number of core electrons.

Rydberg atomic units are used: lengths are in bohr, the kinetic operator is $-\nabla^2$, and two electrons at distance $r$ repel with energy $2/r$. Let $Z=11$, $N=10$, and let $V_H(r)$ be the repulsion energy of an electron with the spherical core density. At large $r$, $V_H\to 2N/r$. A finite sum of Gaussians divided by $r$ decays faster, so it cannot represent $V_H$ itself. The short-range quantity is $V_H$ combined with the attraction of $N$ nuclear charges:

$$U(r)=-\frac{2N}{r}+V_H(r)=-\frac{2}{r}f(r),\qquad f(r)=N-\tfrac12 rV_H(r).$$

The full local potential is $-2(Z-N)/r+U(r)$. The fit is

$$U_{\rm fit}(r)=-\frac2r f_{\rm fit}(r),\qquad f_{\rm fit}(r)=\sum_{k=1}^{K}A_ke^{-a_kr^2},\qquad \sum_kA_k=N .$$

1. Over what length does $f$ fall, and how should the fit error behave near the nucleus?
2. Which coefficients minimize the volume-weighted squared error of the potential under the constraint?
3. What does the constraint achieve at the nucleus, and how far does the fit shift the $3s$ level?

The core is that of Na$^+$ in nonrelativistic restricted Hartree–Fock theory with a point nucleus. It stays frozen when the $3s$ electron is added. Correlation, core polarization and relativity are left out.

## First estimate by scaling

Core charge at distance $s$ from the nucleus contributes $2/s$ per electron to the potential there. Hence $V_H(0)=2\langle 1/r\rangle$, where the average is summed over all core electrons, and for small $r$

$$f(r)\simeq N-\sigma r,\qquad \sigma=\langle 1/r\rangle .$$

For one electron in the field of a charge $Z'$, the energy is $-Z'^2/n^2$. By the virial theorem the potential energy $-2Z'\langle1/r\rangle$ is twice this, so $\langle1/r\rangle=Z'/n^2$. With $Z'=11$ for the two $1s$ electrons and, after full screening by them, $Z'=9$ for the eight others,

$$\sigma\approx 2\times11+8\times\frac94=40\ \text{bohr}^{-1},\qquad \ell=\frac N\sigma\approx0.25\ \text{bohr}.$$

The simplest function with this start is $f\approx 10\,e^{-r/\ell}$. It suggests a typical exponent $1/\ell^2=16$ bohr$^{-2}$ and gives $\int_0^\infty rf\,dr\approx N\ell^2=0.625$ bohr$^2$.

The fit error has a scale of its own. The fit is even in $r$ and starts flat, whereas $f$ starts with slope $-\sigma$. If the fit follows $f$ only beyond a distance $d$, the error reaches about $\delta\sim\sigma d$. Its squared integral is then

$$D=\int_0^\infty(f_{\rm fit}-f)^2dr\sim\delta^2d\sim\frac{\delta^3}{\sigma}.$$

This should hold when the region near the nucleus dominates the error.

## Exact solution

**The function to be fitted.** Let $n(s)=4\pi s^2\rho(s)$ be the radial core density. Charge inside $r$ acts as if at the centre, and a shell outside $r$ gives a constant potential:

$$V_H(r)=\frac2r\int_0^r n\,ds+2\int_r^\infty\frac{n}{s}\,ds .$$

Inserting this into $f=N-\frac12rV_H$ and using $N-\int_0^r n\,ds=\int_r^\infty n\,ds$ gives

$$f(r)=\int_r^\infty n(s)\left(1-\frac rs\right)ds .$$

Thus $f(0)=N$, $f\ge0$ and $f\to0$ at large $r$. On differentiation the boundary term vanishes, because $1-r/s=0$ at $s=r$. This leaves $f'(r)=-\int_r^\infty n/s\,ds$, so $f'(0)=-\sigma$, as found above.

With Gaussian orbitals, $\rho$ is a sum of products, each with an exponent $p$ equal to the sum of two orbital exponents. Set $x=\sqrt p\,r$ and $t=\sqrt p\,s$. A unit charge from an $s$–$s$ product has the density $(4/\sqrt\pi)\,t^2e^{-t^2}$ in $t$. Integration by parts gives

$$\int_x^\infty t^2e^{-t^2}dt=\frac x2e^{-x^2}+\frac{\sqrt\pi}4\,{\rm erfc}\,x,\qquad x\int_x^\infty te^{-t^2}dt=\frac x2e^{-x^2}.$$

The difference, multiplied by $4/\sqrt\pi$, is ${\rm erfc}\,x$. For a $p$–$p$ product summed over the closed shell, the unit density is $(8/3\sqrt\pi)\,t^4e^{-t^2}$, and

$$\int_x^\infty t^4e^{-t^2}dt=\left(\frac{x^3}2+\frac{3x}4\right)e^{-x^2}+\frac{3\sqrt\pi}8\,{\rm erfc}\,x,$$

$$x\int_x^\infty t^3e^{-t^2}dt=\frac{x^3+x}2e^{-x^2}.$$

The difference is $\frac x4e^{-x^2}+\frac{3\sqrt\pi}{8}{\rm erfc}\,x$, so the unit charge contributes ${\rm erfc}\,x+2xe^{-x^2}/(3\sqrt\pi)$. The full $f$ is the sum of these functions, each times the charge of its product.

**The error measure.** Since $U_{\rm fit}-U=-2(f_{\rm fit}-f)/r$,

$$\int(U_{\rm fit}-U)^2d^3r=4\pi\int_0^\infty\frac4{r^2}(f_{\rm fit}-f)^2\,r^2dr=16\pi D .$$

Minimizing the volume-weighted squared error of the potential therefore means minimizing $D$, with no further weight.

**The coefficients.** For fixed, distinct exponents define

$$M_{kl}=\int_0^\infty e^{-(a_k+a_l)r^2}dr=\frac12\sqrt{\frac{\pi}{a_k+a_l}},\qquad b_k=\int_0^\infty f\,e^{-a_kr^2}dr .$$

Then $D=\int f^2dr-2b^TA+A^TMA$. Let $\mathbf 1$ be the vector of ones. Setting the gradient of $D-2\lambda(\mathbf1^TA-N)$ to zero gives $MA=b+\lambda\mathbf1$, so

$$A=A_{\rm free}+\lambda M^{-1}\mathbf1,\qquad A_{\rm free}=M^{-1}b .$$

The constraint $\mathbf1^TA=N$ fixes the multiplier:

$$\lambda=\frac{N-\mathbf1^TA_{\rm free}}{\mathbf1^TM^{-1}\mathbf1}.$$

Distinct Gaussians are linearly independent, so $M$ is positive definite and this is the unique minimum. To find the price of the constraint, put $A=A_{\rm free}+v$ with $v=\lambda M^{-1}\mathbf1$. The term linear in $v$ vanishes because $MA_{\rm free}=b$, and

$$D_{\rm con}-D_{\rm free}=v^TMv=\lambda^2\,\mathbf1^TM^{-1}\mathbf1=\frac{(N-\mathbf1^TA_{\rm free})^2}{\mathbf1^TM^{-1}\mathbf1}.$$

**The exponents.** They enter nonlinearly. They are taken as a geometric series $a_k=a_1\beta^{k-1}$, and $a_1$ and $\beta$ are varied numerically to lower $D$. The best of several searches is kept, which does not prove a global minimum. For $K=10$ the result is $a_1=1.1507$ bohr$^{-2}$, $\beta=2.8847$, and

| $k$ | $a_k$ (bohr$^{-2}$) | $A_k$ |
|---|---|---|
| 1 | 1.15074 | 1.0424 |
| 2 | 3.31956 | 3.2431 |
| 3 | 9.57596 | 1.8846 |
| 4 | 27.6239 | 0.9078 |
| 5 | 79.6870 | 1.0940 |
| 6 | 229.874 | 0.8134 |
| 7 | 663.121 | 0.3683 |
| 8 | 1912.91 | 0.4029 |
| 9 | 5518.21 | −0.1192 |
| 10 | 15918.4 | 0.3627 |

The core orbitals come from an even-tempered basis of 19 $s$ and 12 $p$ Gaussians. With 28 $s$ and 18 $p$ functions the fit gives $a_1=1.1517$ bohr$^{-2}$, coefficients that differ by up to 0.002, and values of $D$ that differ by up to 0.2%, so the last digits shown depend on the basis. The rounded coefficients still sum to 10.0000. One of them is negative, so they cannot be read as numbers of electrons in shells. In the unconstrained fit with the same exponents all ten are positive.

**What the constraint achieves.** The unconstrained coefficients sum to 9.9489. Near the nucleus that fit has the error

$$U_{\rm fit}-U\simeq-\frac{2(9.9489-10)}r=+\frac{0.102}{r}\ \text{Ry}\quad(r\text{ in bohr}),$$

which diverges: the electron sees a nuclear charge of 10.949 instead of 11. The constraint removes this term. A finite error remains, since $f_{\rm fit}-f\simeq\sigma r$ and therefore

$$U_{\rm fit}-U\to-2\sigma=-2\times35.143=-70.29\ \text{Ry}.$$

No choice of coefficients in this form removes it, because every term of $f_{\rm fit}$ has zero slope at $r=0$. The price is a rise of $D$ from $1.327\times10^{-5}$ to $2.298\times10^{-5}$ bohr. The difference, $0.971\times10^{-5}$ bohr, agrees with the formula.

**The $3s$ level.** Let $\hat K$ be the exchange operator of the core and $\varepsilon_c$ the core orbital energies. The valence Hamiltonian is

$$h=-\nabla^2-\frac{2(Z-N)}r+U-\hat K+\sum_c(-2\varepsilon_c)|c\rangle\langle c| .$$

Without the last sum this is the Fock operator of Na$^+$. The sum moves each core level from $\varepsilon_c$ to $\varepsilon_c-2\varepsilon_c=-\varepsilon_c>0$ and leaves $3s$, which is orthogonal to the core, unchanged. The $1s$ and $2s$ levels, at $-81.52$ and $-6.15$ Ry, move to positive energies, and $3s$ becomes the lowest $s$ level.

The chosen form makes the matrix elements elementary. For $s$ Gaussians with exponents $\alpha_i$ and norms $C_i=(2\alpha_i/\pi)^{3/4}$,

$$\left\langle i\left|\frac{e^{-ar^2}}r\right|j\right\rangle=4\pi C_iC_j\int_0^\infty re^{-(\alpha_i+\alpha_j+a)r^2}dr=\frac{2\pi C_iC_j}{\alpha_i+\alpha_j+a}.$$

Now $U$ is replaced by $U_{\rm fit}$, while exchange and core orbitals are kept. With $3s$ as trial function, the variational principle bounds the new lowest level:

$$\Delta E_{3s}\le\langle3s|U_{\rm fit}-U|3s\rangle=-2\int_0^\infty n_{3s}(r)\,\frac{f_{\rm fit}-f}r\,dr ,$$

where $n_{3s}$ is the radial density of $3s$. The computed shift is $2.540\times10^{-4}$ Ry, just below the bound of $2.543\times10^{-4}$ Ry. The level moves from $-0.36360$ to $-0.36335$ Ry. The reference level is $-4.947$ eV, and the shift is about $0.0035$ eV. In the larger basis, with the fit redone, the shift is $2.557\times10^{-4}$ Ry and the bound $2.560\times10^{-4}$ Ry, so only two digits of the shift are converged; the reference level moves by about $10^{-6}$ Ry.

The unconstrained fit with the same ten exponents shifts the level by $2.57\times10^{-4}$ Ry, nearly the same. In this case the constraint corrects the potential at the nucleus but hardly changes the valence energy. Near the nucleus $n_{3s}\propto r^2$, so errors there enter the first-order integral with a weight proportional to $r$: the region $r<0.008$ bohr gives only $-1.1\times10^{-5}$ Ry, while $2.44\times10^{-4}$ Ry comes from $r>2$ bohr, where the fit lies below $f$. Cancellation also helps: the contributions to the difference between the two fits add up to $3.8\times10^{-5}$ Ry in magnitude but to $3\times10^{-6}$ Ry with their signs. The agreement is not general. For $K=4$ the constrained and unconstrained shifts at the same exponents are $1.28\times10^{-3}$ and $2.04\times10^{-3}$ Ry, and for $K=10$ an unconstrained fit with its own optimized exponents gives $1.66\times10^{-4}$ Ry.

## Comparison of the two

**The length scale.** Hartree–Fock gives $\sigma=35.14$ bohr$^{-1}$, so the estimate of 40 is 14% too high. The estimate left out the screening of electrons of the same shell by one another, both in $n=1$ and in $n=2$; the separate shares of the shells in the discrepancy are not computed here. The function itself compares as follows:

| $r$ (bohr) | $10\,e^{-r/0.25}$ | $f$ | $f_{\rm fit}$, $K=10$ |
|---|---|---|---|
| 0.2 | 4.49 | 5.466 | 5.466 |
| 0.5 | 1.35 | 2.369 | 2.369 |
| 1.0 | 0.18 | 0.449 | 0.447 |
| 2.0 | 0.003 | 0.0131 | 0.0105 |

The estimate gives the right scale but falls too fast. An integral measures this. Exchanging the order of integration,

$$\int_0^\infty rf\,dr=\int_0^\infty n(s)\int_0^s\left(r-\frac{r^2}s\right)dr\,ds=\int_0^\infty n(s)\left(\frac{s^2}2-\frac{s^2}3\right)ds=\frac{\langle r^2\rangle}6 .$$

With $\langle r^2\rangle=6.413$ bohr$^2$ this is 1.069 bohr$^2$, against the estimated 0.625. With the computed slope, $\ell=10/35.14=0.285$ bohr and $N\ell^2=0.81$ bohr$^2$, still 24% too small. The remaining fault is the single-exponential shape. The ten-term fit gives $\sum_kA_k/(2a_k)=1.065$ bohr$^2$, low by 0.34%. Minimizing $D$ does not control this integral, and fewer terms do worse: the fits with 2, 4, 6 and 8 terms are low by 14.7%, 5.7%, 2.1% and 0.80% of the exact value. The relative error of $f_{\rm fit}$ itself becomes large in the far tail, where the Gaussians decay faster than $f$: at 2 bohr $f_{\rm fit}$ is 20% below $f$.

**The error law.** With $\delta$ the largest $|f_{\rm fit}-f|$, the constrained fits give

| $K$ | $\delta$ | $D$ (bohr) | $D\sigma/\delta^3$ | $\Delta E_{3s}$ (Ry) |
|---|---|---|---|---|
| 2 | 0.672 | $7.17\times10^{-2}$ | 8.3 | $-1.31\times10^{-2}$ |
| 4 | 0.304 | $6.90\times10^{-3}$ | 8.7 | $+1.28\times10^{-3}$ |
| 6 | 0.174 | $1.02\times10^{-3}$ | 6.8 | $+1.37\times10^{-3}$ |
| 8 | 0.0933 | $1.44\times10^{-4}$ | 6.2 | $+6.2\times10^{-4}$ |
| 10 | 0.0508 | $2.30\times10^{-5}$ | 6.2 | $+2.5\times10^{-4}$ |

While $D$ falls by a factor of about 3000, $D\sigma/\delta^3$ stays between 6 and 9. The scaling form thus describes these fits, with a prefactor that scaling could not supply. The condition behind it is met only in part: for $K=4$ to $10$ the lobe of error next to the nucleus holds between about 30% and 45% of $D$, a fairly steady share but not the larger part.

The coefficients show where the largest error lies. Differentiating $f'$ gives $f''(r)=n(r)/r$, which vanishes at $r=0$ because $n\propto r^2$, so $f$ has no $r^2$ term. Expanding near the nucleus,

$$f_{\rm fit}-f\simeq\sigma r-Br^2,\qquad B=\sum_kA_ka_k\approx6460\ \text{bohr}^{-2}\quad(K=10).$$

This peaks at $r=\sigma/(2B)=0.0027$ bohr with height $\sigma^2/(4B)=0.048$, close to the computed $\delta=0.051$. The expression returns to zero at $r=\sigma/B=0.0054$ bohr. Up to there it contributes

$$\int_0^{\sigma/B}(\sigma r-Br^2)^2dr=\frac{\sigma^5}{B^3}\left(\frac13-\frac12+\frac15\right)=\frac{\sigma^5}{30B^3}=\frac{64}{30}\,\frac{\delta^3}\sigma\approx2.1\,\frac{\delta^3}\sigma ,$$

where $\delta=\sigma^2/(4B)$ was used. Numerically this is $6.6\times10^{-6}$ bohr, 29% of $D$. The quadratic form fails toward the end of the lobe, where $a_{10}r^2\approx0.47$. With the Gaussians kept in full, $\sigma r-\sum_kA_k(1-e^{-a_kr^2})$ is still about 0.034 at 0.0054 bohr and changes sign only near 0.008 bohr. The true first lobe is therefore wider, and its share of $D$ is larger than this estimate: about 44%, so more than half of $D$ comes from beyond it. The change of sign also appears in the potential, whose error is $-70.29$ Ry at the nucleus but $+2.98$ Ry at 0.01 bohr.

The valence shift does not follow $D$ step by step. From four to six terms $D$ falls almost sevenfold, while the shift grows slightly. The first-order integral contains $f_{\rm fit}-f$ with its sign, so positive and negative parts can cancel, whereas $D$ adds squares. A small $D$ is therefore no substitute for computing the valence level with the fitted potential. The last column of the table was obtained in this way for every fit.

## Values computed for the example and the checks

```
Nuclear charge Z = 11, core electrons N = 10
Basis: 19 s and 12 p Gaussian exponents
Na+ Hartree-Fock energy = -323.35258 Ry
Virial ratio V/T = -2.0000119
Core sum <1/r> = 35.14340 bohr^-1
Core sum <r^2> = 6.41326 bohr^2
Constrained fits: terms, D (bohr), max|f_fit-f|, error of integral r f (%), 3s shift (Ry)
   2  7.1702e-02  0.67197  -14.6509  -1.313e-02
   4  6.8987e-03  0.30365  -5.6753  +1.283e-03
   6  1.0162e-03  0.17412  -2.1099  +1.372e-03
   8  1.4382e-04  0.09334  -0.8022  +6.171e-04
  10  2.2982e-05  0.05076  -0.3377  +2.540e-04
Worked fit: 10 terms, a_1 = 1.150740 bohr^-2, ratio beta = 2.884713
k, a_k (bohr^-2), A_k constrained, A_k free
   1       1.150740    1.042411    1.042541
   2       3.319555    3.243093    3.242453
   3       9.575962    1.884646    1.886493
   4      27.623901    0.907790    0.903370
   5      79.687018    1.093953    1.103808
   6     229.874158    0.813447    0.792197
   7     663.120913    0.368266    0.412600
   8    1912.913350    0.402928    0.316588
   9    5518.205526   -0.119242    0.020894
  10   15918.437828    0.362709    0.227924
Sum of A_k: constrained 10.000000, free 9.948866
D: constrained 2.29818e-05 bohr, free 1.32716e-05 bohr
Cost of constraint from formula = 9.71012e-06 bohr
r (bohr), f, f_fit (worked fit), U_fit-U (Ry)
  0.01  9.650130  9.635236  +2.97873
  0.05  8.372754  8.370763  +0.07964
  0.20  5.466113  5.466195  -0.00083
  0.50  2.368553  2.369022  -0.00188
  1.00  0.449479  0.447251  +0.00446
  2.00  0.013139  0.010453  +0.00269
U_fit-U at r = 1e-07 bohr: -70.2855 Ry
Limit -2<1/r> = -70.2868 Ry
Free fit: r(U_fit-U) at the nucleus = 0.10226 Ry bohr
Integral of r f: exact 1.068877, fit 1.065267 bohr^2
s levels 1s, 2s: -81.51901, -6.14736 Ry
3s level, exact core potential = -0.363602 Ry = -4.9471 eV
3s level, worked fit = -0.363348 Ry
3s shift, constrained: full +2.5399e-04 Ry, first order +2.5425e-04 Ry
3s shift, free: full +2.5715e-04 Ry, first order +2.5742e-04 Ry
```
